Spin pumping by a compensated antiferromagnet from interface scattering

**The situation**

An insulating antiferromagnet lies against a normal metal. Its two sublattices have opposite unit moments m1 and m2, and both appear equally often in the interface plane. When the moments precess, electrons reflected from the interface meet a changing exchange field. The interface has no net moment, so it is not obvious that the metal receives any spin current.

Define

n = (m1 − m2)/2,  m = (m1 + m2)/2.

Since m1 and m2 are unit vectors, n·m = 0 and |n|² + |m|² = 1. At first take m = 0. A product such as m1×ṁ1 then equals n×ṅ, and so does m2×ṁ2, because two sign changes cancel. This suggests that the sublattices add. The scattering problem must show whether they do.

**From a changing reflection matrix to a current**

Let a and b be the flux-normalized incoming and outgoing amplitudes in the metal, with spin and orbital channel as indices, and let b = S a. The insulator transmits nothing, so S is unitary on the open channels. The incoming electrons are unpolarized, with Fermi function f.

The two-time correlation ⟨a†(t′)a(t)⟩ is the kernel of the operator f(Ê), where Ê = iħ∂/∂t gives E when it acts on exp(−iEt/ħ). The outgoing correlation is therefore

S f S† = f + [S, f] S†,

by SS† = 1. For slow motion, [Ê, S] = iħṠ gives [S, f] = −iħ f′Ṡ to first order in frequency, so

S f S† = f − iħ f′ Ṡ S†.

The first term is unpolarized. The second, integrated over dE/(2πħ), is the excess outgoing flux. At low temperature −f′ selects the Fermi energy, and the excess is (i/2π) Ṡ S†. Each electron carries angular momentum (ħ/2)σ, so the current into the metal is

I_s = (iħ/4π) Tr(σ Ṡ S†).  (1)

The trace covers spin and open channels. A static magnet gives zero, as it must. Equation (1) assumes that the metal removes the emitted spin; the return flow is estimated below.

**Simplest case: two channels and weak exchange**

Take a simple cubic metal with layers l = 1, 2, … and hopping t. Electrons in layer 1 feel staggered exchange J, whose sign alternates from site to site. The alternating factor is exp(iQ·r) with Q = (π,π)/a, where a here is the site spacing, so it couples in-plane wavevector k to k+Q. The in-plane energy is ε at k and −ε at k+Q, because each cosine changes sign. Let τ be Pauli matrices in this pair of channels, and let j = J/t. The exchange, in units of t, is

V = j τx n·σ.

In the bulk, Eψ_l = ετz ψ_l − t(ψ_{l+1} + ψ_{l−1}). Layer 1 has no neighbour at l = 0 but has the extra term tVψ_1. Extending the bulk solution to l = 0 and subtracting the two equations gives the boundary condition

ψ_0 = −Vψ_1.

Write ψ_l = P^(−l)α + P^l β with P = diag(p1, p2) and p = exp(iq). The wavenumbers obey E = ±ε − 2t cos q. For 0 < q < π the velocity is positive, so β is outgoing. The boundary condition becomes

α + β = −V(P⁻¹α + Pβ),
β = −(1 + VP)⁻¹(1 + VP⁻¹)α.

With s = diag(sin q1, sin q2), P⁻¹ − P = −2is. Hence 1 + VP⁻¹ = (1 + VP) − 2iVs. Flux normalization multiplies both amplitudes by √s, which yields

S = −1 + 2i √s K √s,  K = (1 + VP)⁻¹V.  (2)

For weak exchange, K = V − VPV + …. The second term is j²τxPτx, since (n·σ)² = 1, and does not change in time. Thus, to the order needed,

Ṡ = 2ij √s τx √s ṅ·σ,
S† = −1 − 2ij √s τx √s n·σ.

The product of Ṡ with −1 vanishes in the channel trace because τx has no diagonal. For the other product, Tr(√sτx√s)² = 2 sin q1 sin q2, and the spin trace is

Tr[σ(ṅ·σ)(n·σ)] = 2i ṅ×n.

Equation (1) then gives, for one pair of channels,

I_s = (iħ/4π)(4j²)(2 sin q1 sin q2)(2i ṅ×n)
  = (4ħ/π) j² sin q1 sin q2 n×ṅ.

The sublattices do add. The current is quadratic in J because the electron must feel the staggered field in both Ṡ and S†, which returns it to its original channel. As J → 0 the current vanishes.

**Any exchange strength and any compensated interface**

Now drop the lattice model but keep spin conservation along n, which excludes interface spin-orbit coupling. An electron with spin along ±n reflects with an orbital matrix S±. The projectors on these spins are (1 ± n·σ)/2, so

S = A + B n·σ,  A = (S₊ + S₋)/2,  B = (S₊ − S₋)/2.

Spin-rotation symmetry makes A and B independent of the direction of n. From SS† = 1, the parts without and with n·σ give

AA† + BB† = 1,  AB† + BA† = 0.

Therefore Tr(BA†) is imaginary. Insert Ṡ = B ṅ·σ in (1):

I_s = (iħ/4π)[2ṅ Tr(BA†) + 2i ṅ×n Tr(BB†)]
  = (ħ/2π)[Tr(BB†) n×ṅ + i Tr(BA†) ṅ].  (3)

This form also covers a ferromagnetic interface, where the second term generally survives. Compensation removes it. Let T be the in-plane translation that exchanges the sublattices, and suppose that the rest of the interface is unchanged by it. Translation then has the same effect as reversing n:

T S(n) T† = S(−n),  so  TAT† = A,  TBT† = −B.

A trace is unchanged by T, hence Tr(BA†) = −Tr(BA†) = 0. What remains is

I_s = (ħ/4π) g_r n×ṅ,  g_r = 2 Tr(BB†).  (4)

No expansion in exchange strength was used. The conditions are m = 0, slow motion, spin-conserving reflection and the symmetry T. If S₊ = S₋, then B = 0 and nothing is pumped.

**Back to the lattice, with finite exchange**

Because VPVP = j²p1p2, the inverse in (2) is (1 − VP)/(1 − j²p1p2), and

K = [j τx n·σ − j² diag(p2, p1)]/(1 − j²p1p2).

The part odd in n is B = 2ij √(sin q1 sin q2) τx/(1 − j²p1p2). Its two off-diagonal elements give

Tr(BB†) = 8j² sin q1 sin q2/[1 + j⁴ − 2j² cos(q1 + q2)].

Doubling this gives g_r for the pair. An average over the full surface zone meets every pair twice, so per interface site

g_r = ⟨8j² sin q1 sin q2/[1 + j⁴ − 2j² cos(q1 + q2)]⟩.  (5)

The integrand counts where both k and k+Q are open. If one is closed, the surviving element of K is diagonal and independent of spin, so that pair pumps nothing. For small j, (5) reproduces the weak-exchange result. For j → ∞ it falls as 1/j²: the wave is expelled from layer 1 for either spin, and the reflection loses its spin dependence.

A direct test uses a chain of 150 layers filled with electrons at kT = 0.04t. Its many-electron state is evolved from the Hamiltonian, without using a reflection matrix. The inputs are ε = 0.5t, Fermi energy 0.4t, J = 0.5t, ħω = 0.01t and a cone angle of 60°. The current between layers 5 and 6 is averaged from 40 to 100 ħ/t after the rotation starts. In the frame rotating with n, in units of 10⁻³t for ħ times the rate of spin flow in units of ħ:

simulation: (−0.808, 0.024, 1.400)
equation (4): (−0.809, 0, 1.401)

The vector difference is 1.5 percent of the predicted vector. It lies mostly in the y component, a lag of 0.024/0.808 ≈ 0.03 rad. The two channels move at 2.0 and 1.8 layers per ħ/t, so travel adds a lag of about ω/v ≈ 0.005 rad per layer. Measured at other bonds, the lag grows at this rate from about 0.01 rad between layers 1 and 2, so travel delay accounts for most of it. With ε = 1.8t and Fermi energy 0.6t one channel is closed. The simulated current then falls to 0.06 percent of the first case, as the channel argument requires.

**What a small canting adds**

A moving antiferromagnet has m ≠ 0. To first order in m, spin-rotation symmetry allows two new terms:

S = A + B n·σ + C m·σ + iD w·σ,  w = n×m.

A term in n·m is absent because n·m = 0; changes in |n| are second order. Under T, n reverses and m does not, so TCT† = C and TDT† = −D. Hence Tr(CB†) and Tr(DA†) vanish. The remaining first-order contributions to Tr(σṠS†) are

from C and A: 2 Tr(CA†) ṁ
from D and B: −2 Tr(DB†) ẇ×n
from B and D: 2 Tr(BD†) ṅ×w.

Expanding the double products, with n·ṅ negligible and ṅ·m = −n·ṁ, gives

ẇ×n = ṁ − n(n·ṁ),
ṅ×w = n(ṅ·m) = −n(n·ṁ).

The m·σ part of SS† = 1 reads CA† + AC† − DB† − BD† = 0, so Tr(CA†) and Tr(DB†) have equal real parts. With ṁ_⊥ = ṁ − n(n·ṁ), the correction is

δI_s = −(ħ/4π)[g_⊥ ṁ_⊥ + g_∥ n(n·ṁ)],  (6)
g_⊥ = 2 Im Tr(CA† − DB†),
g_∥ = 2 Im Tr(CA† + DB†).

In the lattice model V = j(m·σ + τx n·σ), and the two coefficients are equal. To see this, transpose all matrices, conjugate with σy, and reverse n and m. Since σyσᵀσy = −σ, V returns to itself. The reversed order of factors changes K to V(1 + PV)⁻¹, which is K again. Comparing terms gives Bᵀ = B and Dᵀ = −D. The trace of an antisymmetric matrix times the symmetric matrix B† is zero, so Tr(DB†) = 0 and δI_s = −(ħ/4π)g_⊥ṁ.

For weak exchange, A = −1 and C = 2ijs. Thus g_⊥ = −4j(sin q1 + sin q2) for an open pair. It is linear in J, whereas g_r is quadratic, so a small canting can matter in the alternating current. Equation (6) was tested with numerical derivatives of S for four channel pairs at J = 0.4t, Fermi energy 0.5t and |m| = 0.001. It reproduced the canting contribution to a relative error of 7×10⁻⁴.

**Uniform precession**

Let n keep angle θ to the easy axis z and rotate at ω:

n = (sin θ cos ωt, sin θ sin ωt, cos θ),
n×ṅ = ω(−sin θ cos θ cos ωt, −sin θ cos θ sin ωt, sin²θ).

The transverse components average to zero. The dc current is

I_z = (ħ/4π) g_r ω sin²θ.  (7)

It reverses with the sense of rotation. If n swings in a plane containing z, n×ṅ is normal to that plane, and the dc component along z is zero.

To find the canting, let B_E be the exchange field and B_A the anisotropy field, so that the fields on the sublattices are −B_E m2 + B_A m1z z and −B_E m1 + B_A m2z z. Use ṁ_i = −γ m_i×B_i and write the small transverse parts as u = ux + iuy. Linearizing about m1 = z, m2 = −z gives

u̇1 = iγ[(B_E + B_A)u1 + B_E u2],
u̇2 = −iγ[B_E u1 + (B_E + B_A)u2].

Half the sum and half the difference are

ṁ_t = iγB_A n_t,  ṅ_t = iγ(2B_E + B_A)m_t,

where the subscript t marks transverse parts. Therefore

ω = γ√[B_A(2B_E + B_A)],  |m_t|/|n_t| = √[B_A/(2B_E + B_A)].

In this mode m_t is parallel or antiparallel to n_t, so ṁ is perpendicular to n and has no z component. The linear correction (6) consequently has no dc part.

**Numbers in the regime of MnF2 on Pt**

Take rough fields B_E = 50 T and B_A = 0.8 T, site spacing 0.4 nm, a cone of 1° and a temperature of 10 K. Only one sense of rotation is assumed to be excited. Without an applied field the opposite sense has the same frequency, and exciting both equally makes n swing in a plane, with no dc current along z. The metal is the one-band model with t = 1 eV, Fermi energy 0.5 eV above band centre and J = 0.2 eV. It is not a computed Pt band structure.

Both channels are open in 0.515 of the zone, and (5) gives g_r = 0.115 per site. Uniform exchange of the same strength, with the metal held fixed, gives 0.137. Compensation here costs 16 percent of the mixing conductance. This depends strongly on the Fermi energy E_F, because k and k+Q are both open only for |ε| < 2t − |E_F|. The ratio of staggered to uniform g_r is near 1 at band centre, 0.57 at E_F = t, 0.23 at 1.5t and zero beyond 2t. In a real metal it depends on how much of the Fermi surface Q connects to itself. Per area,

g_r/a² = 0.1152/(0.4 nm)² = 0.72 nm⁻².

The frequency is γ√(0.8 × 100.8) T, or ω/2π = 252 GHz and ω = 1.58×10¹² rad/s. With sin²θ = 3.05×10⁻⁴, (7) gives

I_z/a² = (ħ/4π)(0.72×10¹⁸ m⁻²)(1.58×10¹² s⁻¹)(3.05×10⁻⁴)
  = 2.9×10⁻⁹ J/m².

Multiplication by 2e/ħ gives the charge equivalent, 8.8×10² A/cm². This is a spin current in charge units, not the charge current that Pt would deliver after conversion.

The canting ratio is √(0.8/100.8) = 0.089. Including the canted motion in the full reflection matrix changes the dc current by 0.9 percent. The alternating current is less forgiving: with g_⊥ = −0.374, the canting term is 0.374 × 0.089/0.115 ≈ 29 percent of the transverse n×ṅ term. The two are a quarter period apart. Equation (4) alone is thus a good dc law for this example but an incomplete ac law.

The magnon energy is 1.04 meV and kT is 0.86 meV. Changing the electron energy by one magnon energy changes g_r by 0.07 percent, which supports the slow-motion expansion here.

Spin accumulation in Pt sends some current back. If μ is the spin splitting of the chemical potential at the interface, the return per area is at most g_rμ/(4πa²), reached when the accumulation is perpendicular to n. Diffusion in a film of thickness d, conductivity σ_c and spin diffusion length λ removes (ħσ_c/4e²λ) tanh(d/λ) μ. Their ratio is

2(e²/h)(g_r/a²)λ coth(d/λ)/σ_c.

Rough values σ_c = 5×10⁴ S/cm, λ = 1.5 nm and d = 5 nm give 1.7 percent for the return flow relative to the diffusive current. This is only a rough guide, not a strict bound: the diffusion law needs a mean free path well below λ, which is doubtful in Pt at this conductivity.

Real devices depart from the model in several ways. The cone angle depends on the drive, and 1° is an assumed value; at fixed frequency, 0.1° would reduce the dc current about a hundredfold. Steps and disorder can break the symmetry T, and an excess of one sublattice at the interface leaves a net exchange. In MnF2 the symmetry T is not exact even at a perfect interface, because the fluorine surroundings of the two sublattices are turned by 90° relative to each other. A 5 percent uniform admixture of exchange along n restores a ṅ term with 14 percent of the g_r coefficient, but it averages out in steady circular precession; the n×ṅ coefficient changes by 0.2 percent. Finally, Pt has strong spin-orbit coupling, so spin can be lost or rotated at the interface. That breaks the form S = A + B n·σ, and its effect on the current is not sized here. The exchange J is also a chosen input: in the weak-exchange regime, halving it reduces g_r about fourfold. The numerical output follows.

Calculated quantities

```
TIME-EVOLVED CHAIN (energies in units of hopping t)
eps, Fermi energy, J, hbar*omega: 0.5, 0.4, 0.5, 0.01 t
cone angle: 60 deg
simulated hbar*rate x,y,z (1e-3 t): [-0.8079  0.0242  1.3999]
formula   hbar*rate x,y,z (1e-3 t): [-0.8089  0.      1.4011]
relative vector difference: 1.50 percent
one open channel (eps 1.8 t, Fermi energy 0.6 t), current relative to above: 0.061 percent
linear canting law, relative error at |m| = 0.001: 6.8e-04
EXAMPLE INPUTS
hopping, Fermi energy, interface exchange: 1.0, 0.5, 0.2 eV
exchange field, anisotropy field: 50.0, 0.8 T
site spacing: 0.4 nm; cone angle: 1.0 deg; T: 10.0 K
EXAMPLE RESULTS
zone share with k and k+Q both open: 0.515
g_r per interface site, staggered exchange: 0.1152
g_r per interface site, uniform exchange:   0.1372
ratio staggered/uniform: 0.840
g_r per area: 0.720 nm^-2
resonance frequency: 251.7 GHz
angular frequency: 1.5812e+12 rad/s
sin^2 of cone angle: 3.0459e-04
dc spin current density: 2.911e-09 J/m^2
charge equivalent (2e/hbar times it): 8.846e+02 A/cm^2
NEGLECTED EFFECTS
canting ratio |m_perp|/|n_perp|: 0.0891
change of dc current by canting: 0.92 percent
g_perp, g_par per site: -0.3735, -0.3735
ac canting term relative to ac n x dn/dt: 28.9 percent
uncompensated exchange share: 5 percent
  its dn/dt coefficient relative to g_r: 13.9 percent
  its change of the n x dn/dt coefficient: 0.23 percent
magnon energy: 1.041 meV; kT: 0.862 meV
change of g_r over one magnon energy: 0.065 percent
Pt conductivity, spin diffusion length, thickness: 50000 S/cm, 1.5 nm, 5.0 nm
backflow/pumped current, upper estimate: 1.68 percent
```
